# PAW energy of an LDA beryllium atom at its reference configuration: a program that tests the result

```python
"""PAW total energy of the LDA beryllium atom at its reference configuration.

Result under test: for psi~ = phi~ the PAW energy
    E = E_smooth + E_onsite_AE - E_onsite_PS
equals the all-electron (AE) energy, term by term.
Symbols: u = r*R(r) is a radial orbital normalized by int u^2 dr = 1;
shell density s = 4 pi r^2 n; PS = pseudo; rc = sphere radius;
D = one-centre occupation; vbar = auxiliary potential inside the sphere.
Electron density is positive, the nucleus is -Z delta(r).
Hartree atomic units; the nuclear self-energy is omitted.
"""
import math
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft

Z = 4
OCC = 2.0
rc = 2.2
XC = "lda,vwn"
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Spectral elements with Gauss-Lobatto nodes; rc is an element boundary.
P = 16
edges = np.array([0, 0.3, 0.8, 1.4, rc, 3.2, 4.5] + list(range(6, 31, 2)),
                 dtype=float)
h = np.diff(edges)
n_el = len(h)
n_in = int(np.argmin(abs(edges - rc)))
basis_P = leg.Legendre.basis(P)
x = np.concatenate(([-1.0], np.sort(basis_P.deriv().roots().real), [1.0]))
w = 2 / (P * (P + 1) * basis_P(x) ** 2)
V_inv = np.linalg.inv(leg.legvander(x, P))
unit = np.eye(P + 1)
Dmat = np.array([leg.legval(x, leg.legder(c)) for c in unit]).T @ V_inv
Imat = np.array([leg.legval(x, leg.legint(c, lbnd=-1))
                 for c in unit]).T @ V_inv
r = edges[:-1, None] + h[:, None] * (x + 1) / 2
r[0, 0] = 0.0
r_safe = np.where(r > 0, r, 1.0)
weight = h[:, None] / 2 * w
inside = (np.arange(n_el) < n_in)[:, None] * np.ones_like(r)
outside = 1 - inside


def integral(f):
    return float(np.sum(weight * f))


def derivative(f):
    return (f @ Dmat.T) * 2 / h[:, None]


def cumulative(f):
    part = (f @ Imat.T) * h[:, None] / 2
    start = np.concatenate(([0.0], np.cumsum(part[:, -1])[:-1]))
    return part + start[:, None]


def coulomb_potential(s):
    tail = cumulative(s / r_safe)
    return cumulative(s) / r_safe + tail[-1, -1] - tail


def coulomb_energy(s):
    return 0.5 * integral(s * coulomb_potential(s))


def xc_energy_potential(s):
    n = s / (4 * np.pi * r_safe ** 2)
    n[0, 0] = n[0, 1]  # this node has zero volume weight
    exc, vxc = dft.libxc.eval_xc(XC, n.ravel(), spin=0, deriv=1)[:2]
    return (integral(s * np.reshape(exc, r.shape)),
            np.reshape(vxc[0], r.shape))


def kinetic(u, region=1.0):
    """Gradient form, half the integral of |grad psi|^2 over the region."""
    g = derivative(u) - u / r_safe
    g[0, 0] = 0.0
    return 0.5 * integral(region * g ** 2)


# Self-consistent all-electron atom.
index = np.arange(n_el)[:, None] * P + np.arange(P + 1)
n_nodes = n_el * P + 1
stiff = np.zeros((n_nodes, n_nodes))
mass = np.zeros(n_nodes)
for e in range(n_el):
    stiff[np.ix_(index[e], index[e])] += 2 / h[e] * Dmat.T @ (w[:, None] * Dmat)
    mass[index[e]] += h[e] / 2 * w
root = np.sqrt(mass[1:-1])
kin_matrix = 0.5 * stiff[1:-1, 1:-1] / np.outer(root, root)
v_hxc = np.zeros_like(r)
converged = False
for iteration in range(120):
    v_nodes = np.zeros(n_nodes)
    v_nodes[index] = v_hxc - Z / r_safe
    eps, vec = eigh(kin_matrix + np.diag(v_nodes[1:-1]),
                    subset_by_index=[0, 1])
    orbitals = np.zeros((n_nodes, 2))
    orbitals[1:-1] = vec / root[:, None]
    u_core, phi = orbitals[index, 0], orbitals[index, 1]
    s_core = OCC * u_core ** 2
    s_ae = s_core + OCC * phi ** 2
    exc_ae, vxc_ae = xc_energy_potential(s_ae)
    v_new = coulomb_potential(s_ae) + vxc_ae
    change = np.sqrt(integral(s_ae * (v_new - v_hxc) ** 2))
    if change < 1e-8:
        converged = True
        break
    v_hxc = 0.5 * v_hxc + 0.5 * v_new
assert converged
if phi[n_in, 0] < 0:
    phi = -phi

t_core = OCC * kinetic(u_core)
hartree_ae = coulomb_energy(s_ae)
nuclear_ae = -Z * integral(s_ae / r_safe)
ae = np.array([t_core + OCC * kinetic(phi), hartree_ae + nuclear_ae,
               exc_ae, 0.0])
e_ae = ae.sum()
e_from_eigenvalues = (OCC * eps.sum() - hartree_ae + exc_ae
                      - integral(s_ae * vxc_ae))
assert abs(e_ae - e_from_eigenvalues) < 1e-6

# Separate calculation: Gaussian basis and three-dimensional grid.
gaussians = [[0, [0.03 * 2.1 ** k, 1.0]] for k in range(20)]
mol = gto.M(atom="Be 0 0 0", basis={"Be": gaussians}, verbose=0)
mf = dft.RKS(mol)
mf.xc = XC
mf.grids.atom_grid = {"Be": (150, 50)}
mf.grids.prune = None
mf.conv_tol = 1e-10
e_gauss = mf.kernel()
assert mf.converged and abs(e_gauss - e_ae) < 2e-5


def smooth_continuation(f):
    """Inside rc: exp(cubic in r^2), matched through third derivative."""
    log_f = np.log(f[n_in])
    exponent = np.zeros_like(r)
    for k in range(4):
        exponent += log_f[0] / math.factorial(k) * (r ** 2 - rc ** 2) ** k
        log_f = (Dmat @ log_f) * 2 / h[n_in] / (2 * r[n_in])
    return np.where(inside > 0, np.exp(exponent * inside), f)


phi_ps = r * smooth_continuation(phi / r_safe)
s_core_ps = r ** 2 * smooth_continuation(s_core / r_safe ** 2)
bump = inside * (1 - (r / rc) ** 2) ** 3
shape = 4 * np.pi * r ** 2 * bump * 315 / (64 * np.pi * rc ** 3)
assert abs(integral(shape) - 1) < 1e-11
projector = bump * phi_ps / integral(bump * phi_ps ** 2)


def paw(u_ps, vbar_depth, excess_charge=0.0):
    """Rows: kinetic, electrostatic, xc, vbar.
    Columns: smooth, one-centre AE, one-centre PS."""
    D = OCC * integral(projector * u_ps) ** 2
    s_ps = OCC * u_ps ** 2 + s_core_ps
    s1 = inside * (D * phi ** 2 + s_core)
    s1_ps = inside * (D * phi_ps ** 2 + s_core_ps)
    q_comp = integral(s1 - s1_ps) - Z + excess_charge
    comp = q_comp * shape
    vbar = vbar_depth * inside * (1 - (r / rc) ** 2)
    terms = np.array([
        [OCC * kinetic(u_ps), t_core + D * kinetic(phi, inside),
         D * kinetic(phi_ps, inside)],
        [coulomb_energy(s_ps + comp),
         coulomb_energy(s1) - Z * integral(s1 / r_safe),
         coulomb_energy(s1_ps + comp)],
        [xc_energy_potential(s_ps)[0], xc_energy_potential(s1)[0],
         xc_energy_potential(s1_ps)[0]],
        [integral(s_ps * vbar), 0.0, integral(s1_ps * vbar)]])
    return terms, D, q_comp, s_ps, comp


signs = np.array([1.0, 1.0, -1.0])
vbar_depth = -1.0
terms, D_ref, q_comp, s_ps, comp = paw(phi_ps, vbar_depth)
sums = terms @ signs
e_paw = sums.sum()
residual = np.max(abs(sums - ae))
assert abs(D_ref - OCC) < 1e-10
assert residual < 1e-7
assert abs(e_paw - e_gauss) < 2e-5

# The smooth terms again, from reciprocal space.
kx, kw = leg.leggauss(400)
k_max = 14.0
k = k_max * (kx + 1) / 2
kw = kw * k_max / 2
kr = np.outer(k, r.ravel())
u_k = np.sin(kr) @ (weight * phi_ps).ravel()
rho_k = np.sinc(kr / np.pi) @ (weight * (s_ps + comp)).ravel()
t_recip = OCC / np.pi * np.sum(kw * k ** 2 * u_k ** 2)
es_recip = np.sum(kw * rho_k ** 2) / np.pi
assert abs(t_recip - terms[0, 0]) < 2e-6
assert abs(es_recip - terms[1, 0]) < 2e-6

# The compensated pseudo charge gives the AE potential outside rc.
v_true = coulomb_potential(s_ae) - Z / r_safe
v_smooth = coulomb_potential(s_ps + comp)
assert np.max(abs(outside * (v_true - v_smooth))) < 1e-8


def laplacian_kinetic(u):
    return -0.5 * integral(inside * u * derivative(derivative(u)))


lap_ae = OCC * laplacian_kinetic(phi)
lap_ps = OCC * laplacian_kinetic(phi_ps)
grad_ae = OCC * kinetic(phi, inside)
grad_ps = terms[0, 2]
assert abs((lap_ae - lap_ps) - (grad_ae - grad_ps)) < 2e-6
assert abs(lap_ae - grad_ae) > 1e-3

# A wrong compensation monopole spoils the electrostatic term.
excess = 0.1
wrong = paw(phi_ps, vbar_depth, excess)[0] @ signs
error_es = wrong[1] - ae[1]
v_out = integral(outside * s_ps / r_safe)
assert abs(error_es - excess * v_out) < 1e-7
assert abs(error_es) > 1e-3

# vbar drops out at the reference, but not for a distorted orbital.
e_ref_no_vbar = (paw(phi_ps, 0.0)[0] @ signs).sum()
assert abs(e_ref_no_vbar - e_paw) < 1e-9
distortion = 0.3
u_dist = phi_ps * (1 + distortion * np.exp(-r ** 2))
norm_ae = integral(inside * phi ** 2)
norm_ps = integral(inside * phi_ps ** 2)
overlap = (integral(u_dist ** 2)
           + integral(projector * u_dist) ** 2 * (norm_ae - norm_ps))
u_dist = u_dist / np.sqrt(overlap)
terms_d, D_dist, q_dist, s_dist, comp_dist = paw(u_dist, vbar_depth)
assert abs(integral(s_dist + comp_dist)) < 1e-8
e_dist = (terms_d @ signs).sum()
e_dist_no_vbar = (paw(u_dist, 0.0)[0] @ signs).sum()
assert abs(e_dist - e_dist_no_vbar) > 1e-4

print(f"nuclear charge Z: {Z}; sphere radius rc: {rc:.1f} bohr")
print(f"1s eigenvalue: {eps[0]:.6f} hartree")
print(f"2s eigenvalue: {eps[1]:.6f} hartree")
print(f"AE Hartree energy: {hartree_ae:.6f} hartree")
print(f"AE electron-nucleus energy: {nuclear_ae:.6f} hartree")
print(f"core kinetic energy: {t_core:.6f} hartree")
print(f"2s norm in sphere, AE: {norm_ae:.6f}")
print(f"2s norm in sphere, PS: {norm_ps:.6f}")
print(f"core electrons in sphere: {integral(inside * s_core):.6f}")
print(f"pseudo-core electrons in sphere: {integral(inside*s_core_ps):.6f}")
print(f"one-centre occupation D: {D_ref:.6f}")
print(f"compensation charge (electron-positive): {q_comp:.6f} e")
print(f"vbar at the nucleus: {vbar_depth:.1f} hartree")
for name, row, total, direct in zip(
        ("kinetic", "electrostatic", "xc", "vbar"), terms, sums, ae):
    print(f"{name}, smooth: {row[0]:.6f} hartree")
    print(f"{name}, one-centre AE: {row[1]:.6f} hartree")
    print(f"{name}, one-centre PS: {row[2]:.6f} hartree")
    print(f"{name}, PAW sum: {total + 0.0:.6f} hartree")
    print(f"{name}, direct AE: {direct:.6f} hartree")
print(f"largest term difference: {residual:.1e} hartree")
print(f"PAW total: {e_paw:.6f} hartree = {e_paw * HARTREE_EV:.4f} eV")
print(f"AE total: {e_ae:.6f} hartree = {e_ae * HARTREE_EV:.4f} eV")
print(f"Gaussian-basis total: {e_gauss:.6f} hartree")
print(f"reciprocal-space smooth kinetic: {t_recip:.6f} hartree")
print(f"reciprocal-space smooth electrostatic: {es_recip:.6f} hartree")
print(f"sphere kinetic, gradient, 2s AE: {grad_ae:.6f} hartree")
print(f"sphere kinetic, gradient, 2s PS: {grad_ps:.6f} hartree")
print(f"sphere kinetic, Laplacian, 2s AE: {lap_ae:.6f} hartree")
print(f"sphere kinetic, Laplacian, 2s PS: {lap_ps:.6f} hartree")
print(f"excess compensation charge: {excess:.1f} e")
print(f"outside-density potential at centre: {v_out:.6f} hartree/e")
print(f"resulting electrostatic error: {error_es:.6f} hartree")
print(f"distortion amplitude: {distortion:.1f}")
print(f"distorted orbital, D: {D_dist:.6f}")
print(f"distorted orbital, E with vbar: {e_dist:.6f} hartree")
print(f"distorted orbital, E without vbar: {e_dist_no_vbar:.6f} hartree")
print(f"distorted orbital, vbar effect: {e_dist-e_dist_no_vbar:.6f} hartree")
print("tests ok")
```

Running it gives:

```
nuclear charge Z: 4; sphere radius rc: 2.2 bohr
1s eigenvalue: -3.856411 hartree
2s eigenvalue: -0.205744 hartree
AE Hartree energy: 7.115257 hartree
AE electron-nucleus energy: -33.357034 hartree
core kinetic energy: 13.174580 hartree
2s norm in sphere, AE: 0.410668
2s norm in sphere, PS: 0.465600
core electrons in sphere: 1.999858
pseudo-core electrons in sphere: 0.243008
one-centre occupation D: 2.000000
compensation charge (electron-positive): -2.353014 e
vbar at the nucleus: -1.0 hartree
kinetic, smooth: 0.315089 hartree
kinetic, one-centre AE: 14.053888 hartree
kinetic, one-centre PS: 0.059553 hartree
kinetic, PAW sum: 14.309424 hartree
kinetic, direct AE: 14.309424 hartree
electrostatic, smooth: 0.483688 hartree
electrostatic, one-centre AE: -25.987302 hartree
electrostatic, one-centre PS: 0.738163 hartree
electrostatic, PAW sum: -26.241777 hartree
electrostatic, direct AE: -26.241777 hartree
xc, smooth: -0.510331 hartree
xc, one-centre AE: -2.341934 hartree
xc, one-centre PS: -0.337409 hartree
xc, PAW sum: -2.514856 hartree
xc, direct AE: -2.514856 hartree
vbar, smooth: -0.650122 hartree
vbar, one-centre AE: 0.000000 hartree
vbar, one-centre PS: -0.650122 hartree
vbar, PAW sum: 0.000000 hartree
vbar, direct AE: 0.000000 hartree
largest term difference: 3.6e-15 hartree
PAW total: -14.447209 hartree = -393.1286 eV
AE total: -14.447209 hartree = -393.1286 eV
Gaussian-basis total: -14.447205 hartree
reciprocal-space smooth kinetic: 0.315089 hartree
reciprocal-space smooth electrostatic: 0.483688 hartree
sphere kinetic, gradient, 2s AE: 0.879308 hartree
sphere kinetic, gradient, 2s PS: 0.059553 hartree
sphere kinetic, Laplacian, 2s AE: 1.090631 hartree
sphere kinetic, Laplacian, 2s PS: 0.270877 hartree
excess compensation charge: 0.1 e
outside-density potential at centre: 0.379213 hartree/e
resulting electrostatic error: 0.037921 hartree
distortion amplitude: 0.3
distorted orbital, D: 2.410235
distorted orbital, E with vbar: -14.402175 hartree
distorted orbital, E without vbar: -14.436826 hartree
distorted orbital, vbar effect: 0.034651 hartree
tests ok
```
